# ZORA at a Potential Step: Position-Dependent Mass and Interface Spin-Orbit Coupling

An electron crosses a wall at which its potential energy changes abruptly by several per cent of \(2mc^2\). In the Schrödinger equation, the wave function and its slope are continuous at such a wall. In the zeroth-order regular approximation (ZORA), the kinetic energy contains a factor that depends on the potential and therefore jumps at the wall. We need to know what then happens to the slope, and where the spin-orbit coupling acts if the potential is flat on both sides.

## From the Dirac equation to a variable mass

Let \(E\) be the energy without the rest energy, and let \(\chi\) and \(\phi\) be the upper and lower two-component parts of the Dirac spinor. For one electron in a potential energy \(V(\mathbf r)\),

\[
V\chi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi=E\chi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi+(V-2mc^2)\phi=E\phi. \tag{1}
\]

The second equation gives

\[
\phi=\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi}{2mc^2+E-V}
=\frac{K_E}{2mc}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi,\qquad
K_E=\left[1+\frac{E-V}{2mc^2}\right]^{-1}. \tag{2}
\]

Inserting this into the first equation leaves an equation for \(\chi\) with kinetic operator \(\boldsymbol\sigma\cdot\mathbf p\,(K_E/2m)\,\boldsymbol\sigma\cdot\mathbf p\). ZORA neglects \(E\) in \(K_E\), which requires \(|E|\ll 2mc^2-V\):

\[
H=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{K}{2m}\,\boldsymbol\sigma\!\cdot\!\mathbf p,\qquad
K=\left[1-\frac{V}{2mc^2}\right]^{-1}. \tag{3}
\]

We assume \(V<2mc^2\) everywhere, so that \(K>0\). The zero of \(V\) must also be fixed. Adding a constant to both \(V\) and \(E\) leaves \(K_E\) unchanged but alters \(K\). Here \(V=0\) far outside the well.

To separate the spin, use \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\):

\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,K\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi
=\mathbf p\cdot(K\mathbf p\chi)+i\boldsymbol\sigma\cdot[\mathbf p\times(K\mathbf p\chi)]. \tag{4}
\]

In the last bracket, \(\mathbf p=-i\hbar\nabla\) acts on a product:

\[
\mathbf p\times(K\mathbf p\chi)=-i\hbar\,\nabla K\times\mathbf p\chi+K\,\mathbf p\times\mathbf p\chi .
\]

The second term vanishes because partial derivatives commute. Since \(i(-i\hbar)=\hbar\),

\[
H=\underbrace{V-\frac{\hbar^2}{2}\nabla\cdot\frac{K}{m}\nabla}_{\text{scalar part}}
+\underbrace{\frac{\hbar}{2m}\,\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)}_{\text{spin-orbit part}} . \tag{5}
\]

The BenDaniel-Duke operator for a particle of variable mass is \(V-\frac{\hbar^2}{2}\nabla\cdot\frac1{m^*}\nabla\). The scalar part of (5) is this operator, with

\[
m^*(\mathbf r)=\frac mK=m-\frac{V(\mathbf r)}{2c^2}. \tag{6}
\]

The electron is heavier where the potential is attractive. This mass has a classical counterpart. The relativistic relation \(p^2c^2=(E-V)(E-V+2mc^2)\) can be written \(p^2=2m_E(E-V)\) with \(m_E=m+(E-V)/2c^2\), and (6) is \(m_E\) with \(E\) neglected. Unlike the effective mass in a semiconductor, \(m^*\) does not come from a band structure. It is fixed by the potential and its chosen zero.

## The scalar equation at a step

From here on we use atomic units, \(\hbar=m=1\). Let \(V\) and \(K\) take the constant values \(V_1,K_1\) for \(z<0\) and \(V_2,K_2\) for \(z>0\). Square brackets denote a jump, the value on side 2 minus that on side 1, and \(\Delta K=K_2-K_1\). With \(\psi=e^{i\mathbf k\cdot\mathbf r}f(z)\) and \(\mathbf k\) parallel to the wall, the scalar part of (5) gives

\[
-\tfrac12(Kf')'+\left(V+\tfrac12Kk^2\right)f=Ef . \tag{7}
\]

The function \(f\) must be continuous. Suppose it changed by \(J\) within a width \(w\). The Cauchy-Schwarz inequality gives \(|J|^2=|\int f'dz|^2\le w\int|f'|^2dz\), so the kinetic energy \(\frac12\int K|f'|^2dz\) would be at least \(K_{\min}|J|^2/2w\), with \(K_{\min}\) the smaller of \(K_1,K_2\). This diverges as \(w\to0\).

Now integrate (7) from \(-\varepsilon\) to \(\varepsilon\):

\[
\tfrac12\big[Kf'\big]_{-\varepsilon}^{\varepsilon}
=\int_{-\varepsilon}^{\varepsilon}\left(V+\tfrac12Kk^2-E\right)f\,dz .
\]

The integrand is bounded, so the right side vanishes as \(\varepsilon\to0\). The conditions are

\[
[f]=0,\qquad [Kf']=0\quad\Longleftrightarrow\quad \frac{f_1'}{m_1^*}=\frac{f_2'}{m_2^*}. \tag{8}
\]

The slope itself jumps unless \(K_1=K_2\) or the slope is zero. The combination \(Kf'\) also controls the current. Multiplying (7) by \(f^*\) and subtracting the complex conjugate shows that \(j=K\,\mathrm{Im}(f^*f')\) does not depend on \(z\), and (8) carries it unchanged through the wall.

Reflection at normal incidence (\(k=0\)) illustrates this. Take \(f=e^{iq_1z}+re^{-iq_1z}\) on the left and \(f=te^{iq_2z}\) on the right, with both wave numbers real. Equation (8) gives \(1+r=t\) and \(K_1q_1(1-r)=K_2q_2t\), hence

\[
r=\frac{K_1q_1-K_2q_2}{K_1q_1+K_2q_2},\qquad t=\frac{2K_1q_1}{K_1q_1+K_2q_2}. \tag{9}
\]

The velocities \(K_iq_i=q_i/m_i^*\) take the place of the wave numbers. Direct substitution confirms \(1-r^2=(K_2q_2/K_1q_1)\,t^2\), which is current conservation.

## The spin-orbit part becomes an interface term

Differentiating (3) gives \(\nabla K=K^2\nabla V/2c^2\). Where \(V\) is constant, the spin-orbit part of (5) vanishes. At a sharp wall \(S\) with unit normal \(\mathbf n\) pointing from side 1 to side 2, \(\nabla K=\Delta K\,\delta_S\,\mathbf n\), so

\[
H_{\rm so}=\tfrac12\,\Delta K\,\delta_S\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf p). \tag{10}
\]

The product with the delta function is well defined. The vector \(\mathbf n\times\mathbf p\) contains derivatives along the wall but not across it, and these are continuous there because \(\psi\) is. A potential that varies on either side adds an ordinary volume term to (10).

**Plane wall.** For \(\mathbf n=\hat{\mathbf z}\), \(\mathbf n\times\mathbf p=(-p_y,p_x,0)\). The spin operator is therefore \(\Lambda=\sigma_yk_x-\sigma_xk_y\). Its square is \(k^2\), because the cross terms cancel by anticommutation, so its eigenvalues are \(sk\) with \(s=\pm1\). Equation (7) gains the term \(\frac12\Delta K\,sk\,\delta(z)f\), and the same integration now gives

\[
[Kf']=\Delta K\,sk\,f(0)\quad\Longleftrightarrow\quad [K(f'-skf)]=0. \tag{11}
\]

Continuity of \(Kf'\) thus belongs to the scalar equation, or to \(k=0\). The quantity that remains continuous has a direct meaning. Since \(\sigma_z\,\boldsymbol\sigma\cdot\mathbf p=p_z+i\sigma_yp_x-i\sigma_xp_y=-i(\partial_z-\Lambda)\), equation (11) says that \(K\boldsymbol\sigma\cdot\mathbf p\,\psi\) is continuous. By (2), with \(K\) in place of \(K_E\), this is the lower Dirac component up to a constant. The current is still conserved, because \(f^*[Kf']=\Delta K\,sk|f(0)|^2\) is real and adds nothing to \(\mathrm{Im}(f^*Kf')\).

For a bound state in a stack of flat layers, the first-order energy of (10) is \(\frac12sk\sum_i\Delta K_i|f(z_i)|^2\), summed over the walls. To order \(1/c^2\), \(\Delta K_i=\Delta V_i/2c^2\) and \(f\) is the nonrelativistic function. The sum is then proportional to the mean of \(dV/dz\), which is zero in a stationary bound state because \(\langle[H,p_z]\rangle=0\). The contributions of the walls cancel at this order. In fact the two values of \(s\) give exactly the same bound levels, to all orders and for any \(V(z)\). With \(h=K(f'-skf)/2c\), the equation becomes the pair \(f'=skf+(2c^2-V)h/c\), \(h'=-skh+(V-E)f/c\). Its matrix is \(sk\,\tau_z+(M/c)\,\tau_x-i(U/c)\,\tau_y\), where the \(\tau_i\) are Pauli matrices acting on \((f,h)\), \(M=c^2-E/2\) is constant and \(U=V-E/2-c^2\). A constant rotation about \(\tau_y\) leaves the last term unchanged and turns \(s\) into \(-s\), so it carries a bound solution for one sign into a bound solution for the other at the same \(E\). The same holds for the Dirac equation, with \(M=c^2\) and \(U=V-E-c^2\). The spin splitting of an asymmetric semiconductor well comes from the band structure and is not contained in this one-potential model.

**Spherical wall.** On a sphere of radius \(a\), \(\mathbf n\times\mathbf p=\mathbf r\times\mathbf p/a=\mathbf L/a\). From \(\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\mathbf S^2\), the eigenvalue \(\lambda\) of \(\boldsymbol\sigma\cdot\mathbf L\) is \(l\) for \(j=l+\frac12\) and \(-(l+1)\) for \(j=l-\frac12\). The radial function \(R\) obeys

\[
-\frac1{2r^2}(r^2KR')'+\left[V+\frac{l(l+1)K}{2r^2}+\frac{\lambda K'}{2r}\right]R=ER. \tag{12}
\]

Multiply by \(r^2\) and integrate across \(r=a\), where \(K'=\Delta K\,\delta(r-a)\). The result is \(-\frac12a^2[KR']+\frac12\lambda a\,\Delta K\,R(a)=0\), or

\[
[KR']=\frac{\lambda\,\Delta K}{a}R(a)\quad\Longleftrightarrow\quad
\left[K\left(R'-\frac{\lambda R}{r}\right)\right]=0. \tag{13}
\]

If \(R\) solves the scalar problem (\(\lambda K'\) omitted) and \(\int_0^\infty R^2r^2dr=1\), the first-order spin-orbit energy is

\[
E_{\rm so}=\int_0^\infty\frac{\lambda K'}{2r}R^2r^2\,dr=\frac{\lambda}{2}\,\Delta K\,a\,R(a)^2. \tag{14}
\]

## A check that uses no delta function

The conditions can be obtained without differentiating \(K\). Consider the energy functional

\[
W[R]=\tfrac12\int_0^\infty K(rR'-\lambda R)^2dr+\int_0^\infty VR^2r^2dr . \tag{15}
\]

Expanding the square gives \(r^2R'^2-\lambda r(R^2)'+\lambda^2R^2\). For smooth \(K\), integrate the middle term by parts. The boundary terms vanish for a bound state with \(l\ge1\), and

\[
-\lambda\int Kr(R^2)'dr=\lambda\int(K+rK')R^2dr .
\]

For both values of \(\lambda\), \(\lambda^2+\lambda=l(l+1)\). Equation (15) is therefore the mean energy belonging to (12). It also makes sense for a discontinuous \(K\).

Now vary \(R\) at fixed norm, with \(\delta R\) continuous. Integrating by parts separately on the two sides of \(a\) leaves the wall term \(-a\,[K(aR'-\lambda R)]\,\delta R(a)\). Because \(\delta R(a)\) is arbitrary, the bracket must vanish, which is (13). A numerical minimization of (15) must therefore find the jump unaided.

## A spherical well in numbers

Take a well of depth \(V_0=2000\) hartree and radius \(a=0.1\) bohr, with \(V=0\) outside, and its lowest p level. These are model parameters, chosen to make the relativistic effects visible. With \(2c^2=37557.73\) hartree,

\[
m^*_{\rm in}=1+\frac{2000}{37557.73}=1.05325,\qquad
K_{\rm in}=\frac1{1.05325}=0.94944,
\]

while \(K_{\rm out}=1\), so \(\Delta K=0.05056\).

**Scalar level.** Inside, \(R\) is proportional to the spherical Bessel function \(j_1(qr)\) with \(q^2=2(E+V_0)/K_{\rm in}\). Outside, it is proportional to \(e^{-x}(x+1)/x^2\) with \(x=\kappa r\) and \(\kappa^2=-2E\). Matching \(R\) and \(KR'\) gives \(E=-1286.604\) hartree, \(q=38.766\) and \(\kappa=50.727\) bohr\(^{-1}\). At the wall \(x=5.0727\), and the outer logarithmic slope is

\[
\frac{R'}R=\kappa\left(-1+\frac1{x+1}-\frac2x\right)=50.727\times(-1.2296)=-62.37\ \text{bohr}^{-1}.
\]

With \(R(a)=23.927\) bohr\(^{-3/2}\), this is an outer slope of \(-1492.4\) bohr\(^{-5/2}\). The inner slope is \(-1571.9\), and \(0.94944\times(-1571.9)=-1492.4\), as (8) requires. A finite-element calculation on which no slope condition was imposed gives both of these slopes directly. Its energy agrees with the matched one.

Requiring a continuous \(R'\) instead gives \(-1295.958\) hartree, which is 9.35 hartree too low. The sign follows from (12). A common slope \(R'\) means \([KR']=\Delta K\,R'\), which is what an added shell potential \(g\,\delta(r-a)\) with \(g=\Delta K\,R'/2R\) would produce. Since \(R'/R<0\) at the wall, this shell is attractive. Its first-order energy \(ga^2R(a)^2=\frac12\Delta K\,a^2R(a)R'\) is \(-9.0\) hartree with the outer slope and \(-9.5\) with the inner one.

**Spin-orbit splitting.** For \(\lambda=1\) (p\(_{3/2}\)) and \(\lambda=-2\) (p\(_{1/2}\)), (13) predicts \([KR']/R(a)=0.5056\) and \(-1.0112\) bohr\(^{-1}\). The minimization of (15) reproduces both values. Equation (14) gives, per unit \(\lambda\),

\[
\tfrac12\times0.050559\times0.1\times(23.927)^2=1.447\ \text{hartree},
\]

and hence a splitting three times as large, which is 4.342 hartree when the unrounded value is used. The matched levels are \(-1285.164\) and \(-1289.529\) hartree, a splitting of 4.365 hartree, or 118.8 eV. The first-order value is 0.5% below this. Relative to first order, the two levels lie lower by 0.0075 and 0.030 hartree. The ratio is close to 4, as expected of a second-order energy proportional to \(\lambda^2\).

**A wall of finite width.** Replace the step by \(V=-V_0/[1+e^{(r-a)/w}]\) and evaluate the volume integral in (14) with the smooth \(K'\). Per unit \(\lambda\) it is 1.584, 1.487, 1.458 and 1.450 hartree for \(w=0.004\), 0.002, 0.001 and 0.0005 bohr. The excess over the interface value 1.447 falls by a factor of about 3.5 at each of these three halvings; the factor is not constant and decreases at smaller widths, to about 2.9 near \(w=10^{-4}\) bohr. The full splitting also approaches the sharp-wall value, reaching 4.372 hartree at the smallest width. The interface term is thus the limit of ordinary spin-orbit coupling in a thin layer. At \(w=0.004\) bohr, a fifth of the decay length \(1/\kappa\approx0.02\) bohr, the interface value is 9% below the volume integral.

## What neglecting the energy costs

The Dirac equation for the same well has the same matching condition with \(K_E\) in place of \(K\), because (2) and (3) differ in nothing else. Its levels are \(-1264.978\) (p\(_{3/2}\)) and \(-1269.676\) hartree (p\(_{1/2}\)), confirmed by direct integration of the first-order radial equations. The ZORA levels lie about 20 hartree lower, or 1.6% of the Dirac energies.

The direction of this error can be derived. For \(E<0\), (2) gives \(K_E>K\) everywhere. The kinetic term in (15) is never negative, so a larger \(K\) raises the minimum. The same argument explains why scalar ZORA lies below the nonrelativistic level of \(-1260.685\) hartree, since \(K\le1\) in this well.

Measured against the relativistic shift, the error is large. The mean of the Dirac levels, weighted by \(2j+1\), is \(-1266.54\) hartree, 5.9 hartree below the nonrelativistic level. Scalar ZORA lowers the level by 25.9 hartree, more than four times as much. For a level this deep, the absolute ZORA energy is a poor measure of the relativistic shift.

The splitting fares better: 4.365 hartree against 4.698 in the Dirac equation, or 7% too small. With \(E\approx-1265\) hartree, the jump of \(K_E\) is \(1.03486-0.98081=0.05405\), which is 7% larger than \(\Delta K\). The smaller jump in ZORA acts in the direction of the deficit. This comparison does not isolate its share, because \(R(a)\) and the normalization also differ between the two equations.

The numerical output that follows gives most of these quantities to more digits.

## Computed results

```
speed of light c = 137.035999 atomic units
2 c^2 = 37557.730 hartree
well depth V0 = 2000.0 hartree
well radius a = 0.100 bohr
K inside = 0.949441 (dimensionless)
K outside = 1.000000 (dimensionless)
jump of K, outside minus inside = 0.050559 (dimensionless)
mass inside = 1.053251 electron masses
mass outside = 1.000000 electron masses
nonrelativistic p level = -1260.6852 hartree
scalar ZORA p level, matching = -1286.6039 hartree
scalar ZORA p level, finite elements = -1286.6039 hartree
level if bare slope were continuous = -1295.9577 hartree
error of the bare-slope rule = -9.3538 hartree
inner wave number q = 38.7656 1/bohr
outer decay constant = 50.7268 1/bohr
R(a) = 23.92694 bohr^(-3/2)
slope R' just inside = -1571.880 bohr^(-5/2)
slope R' just outside = -1492.408 bohr^(-5/2)
K R' just inside = -1492.408 bohr^(-5/2)
K R' just outside = -1492.408 bohr^(-5/2)
p3/2: ZORA level = -1285.1641 hartree
p3/2: jump of K R' over R(a), finite elements = 0.50559 1/bohr
p3/2: jump of K times lam/a = 0.50559 1/bohr
p3/2: Dirac level = -1264.9782 hartree
p1/2: ZORA level = -1289.5286 hartree
p1/2: jump of K R' over R(a), finite elements = -1.01118 1/bohr
p1/2: jump of K times lam/a = -1.01118 1/bohr
p1/2: Dirac level = -1269.6764 hartree
interface energy per unit lam = 1.44725 hartree
first-order splitting = 4.3417 hartree
ZORA splitting = 4.3645 hartree
ZORA splitting = 118.76 eV
Dirac splitting = 4.6982 hartree
wall width 0.0040 bohr: volume spin-orbit energy per unit lam = 1.58395 hartree
wall width 0.0040 bohr: splitting = 4.7673 hartree
wall width 0.0020 bohr: volume spin-orbit energy per unit lam = 1.48673 hartree
wall width 0.0020 bohr: splitting = 4.4789 hartree
wall width 0.0010 bohr: volume spin-orbit energy per unit lam = 1.45814 hartree
wall width 0.0010 bohr: splitting = 4.3950 hartree
wall width 0.0005 bohr: volume spin-orbit energy per unit lam = 1.45025 hartree
wall width 0.0005 bohr: splitting = 4.3724 hartree
```
